# A Surface Passivation Term for Dangling sp3 Hybrids in Silicon

## Symmetry fixes the form

A silicon atom at a cut surface has lost $n$ of its four tetrahedral neighbours. A term $W$ is wanted that lifts the $n$ dangling hybrids out of the energy range of the gap and leaves the $4-n$ bonded hybrids alone. If $W$ does not act on the bonded hybrids, it acts within the space of the dangling ones. The symmetry operations of the ideal surface site permute the dangling hybrids $|h_j\rangle$ among themselves. A real Hermitian operator that respects these permutations has equal diagonal elements $\delta$ and equal off-diagonal elements $\eta$:

$$W=\delta\sum_{j\in D}|h_j\rangle\langle h_j|+\eta\sum_{i\neq j\in D}|h_i\rangle\langle h_j| . \tag{1}$$

Here $D$ is the set of missing neighbours. The hybrids are dimensionless, so $\delta$ and $\eta$ are energies. If each dangling hybrid is to be raised without being mixed with another, then $\eta=0$, and one energy remains. What is left to establish is that the hybrids are orthogonal, what $W$ looks like in the atomic basis, and in what sense the bonds stay undisturbed.

That last point needs care. The matrix elements of the Hamiltonian between bonded hybrids do not change. The energy levels of the solid do depend on $\delta$, because the dangling hybrids remain coupled to the other orbitals, both on the same atom and on neighbouring atoms.

## Hybrids and the uniqueness of the term

The basis is orthogonal, with real orbitals $s,p_x,p_y,p_z$ on each atom; excited $s^*$ and $d$ orbitals may be present and receive no term. Energies are in eV and lengths in nm. Let $\mathbf d_j$ be the unit vector towards neighbour site $j$, occupied or not. The hybrid pointing there is

$$|h_j\rangle=\tfrac12\left(|s\rangle+\sqrt3\,\mathbf d_j\cdot|\mathbf p\rangle\right). \tag{2}$$

Since $\langle s|\mathbf p\rangle=0$ and the three $p$ orbitals are orthonormal,

$$\langle h_i|h_j\rangle=\tfrac14\left(1+3\,\mathbf d_i\cdot\mathbf d_j\right). \tag{3}$$

For tetrahedral directions such as $(1,1,1)/\sqrt3$ and $(-1,-1,1)/\sqrt3$ the scalar product is $(-1-1+1)/3=-1/3$, and (3) vanishes. For $i=j$ it equals 1. The four hybrids therefore form an orthonormal basis of the sp3 space.

The requirement on the bonds can be stated weakly. Let $W$ be positive semidefinite, so that it lowers no state, and let its expectation value vanish in every bonded hybrid $|h_b\rangle$. A positive semidefinite operator has a Hermitian square root, hence

$$0=\langle h_b|W|h_b\rangle=\left\|W^{1/2}h_b\right\|^2
\;\Rightarrow\; W^{1/2}|h_b\rangle=0
\;\Rightarrow\; W|h_b\rangle=0 . \tag{4}$$

Vanishing diagonal elements thus force the off-diagonal elements $\langle h_j|W|h_b\rangle$ to vanish too. Without positivity this would not follow: an operator $|h_j\rangle\langle h_b|+|h_b\rangle\langle h_j|$ has zero expectation value in both hybrids and still mixes them. Adding the condition $W|h_j\rangle=\delta|h_j\rangle$ for each dangling hybrid specifies $W$ on a complete basis, so

$$W=\delta P_D,\qquad P_D=\sum_{j\in D}|h_j\rangle\langle h_j| . \tag{5}$$

This is (1) with $\eta=0$, and no other operator meets the conditions.

## The term in the atomic basis

Inserting (2) in (5), the $ss$ element of each projector is $1/4$, the $s\mathbf p$ elements are $\sqrt3\,\mathbf d_j/4$, and the $\mathbf p\mathbf p$ block is $3\,\mathbf d_j\mathbf d_j^T/4$. Summation over the missing neighbours gives

$$W=\frac{\delta}{4}\begin{pmatrix} n & \sqrt3\sum_j\mathbf d_j^T\\[2pt] \sqrt3\sum_j\mathbf d_j & 3\sum_j\mathbf d_j\mathbf d_j^T\end{pmatrix}. \tag{6}$$

In cubic axes every component of $\mathbf d_j$ is $\pm1/\sqrt3$. Each diagonal element of $3\sum_j\mathbf d_j\mathbf d_j^T$ is then $3\cdot n/3=n$, so all four diagonal elements of $W$ equal $n\delta/4$. All information about which bonds are missing sits in the off-diagonal elements. If they are dropped, what remains is

$$W_{\rm diag}=\frac{n\delta}{4}\,\mathbb 1 , \tag{7}$$

which raises every hybrid, bonded or dangling, by $n\delta/4$. For $n=4$, an isolated atom, nothing is bonded and (6) itself becomes $\delta\,\mathbb 1$, because $\sum_j\mathbf d_j=0$ and the off-diagonal elements of $\sum_j\mathbf d_j\mathbf d_j^T$ cancel.

At the lower face of an unreconstructed (001) film the missing directions are $(1,-1,-1)/\sqrt3$ and $(-1,1,-1)/\sqrt3$. Their sum is $(0,0,-2)/\sqrt3$, and the $xy$ element of $3\sum_j\mathbf d_j\mathbf d_j^T$ is $-1-1=-2$. With $\delta=20$ eV the prefactor is 5 eV, and in the order $s,x,y,z$

$$W=\begin{pmatrix}10&0&0&-10\\0&10&-10&0\\0&-10&10&0\\-10&0&0&10\end{pmatrix}\ \text{eV}. \tag{8}$$

The two blocks have eigenvalues 0 and 20 eV. The raised states are $(s-p_z)/\sqrt2$ and $(p_x-p_y)/\sqrt2$, the sum and difference of the two dangling hybrids.

## What remains coupled

The atomic Hamiltonian has energies $E_s$ and $E_p$. In the hybrid basis, by the same steps as for (3),

$$\langle h_i|H_{\rm at}|h_j\rangle=\tfrac14\left(E_s+3E_p\,\mathbf d_i\cdot\mathbf d_j\right)
=\begin{cases}\varepsilon_h=(E_s+3E_p)/4,& i=j,\\ v=(E_s-E_p)/4,& i\ne j.\end{cases}\tag{9}$$

The coupling $v$ vanishes only if $s$ and $p$ are degenerate. It links bonded to dangling hybrids, and $W$ does not remove it. Matrix elements between a dangling hybrid and the orbitals of neighbouring atoms also remain.

Let $H$ now be the Hamiltonian of a whole film without passivation, let $D$ label all its dangling hybrids, and let $Q$ label the orthogonal complement, which contains all other orbitals. The eigenvalue equation of $H+\delta P_D$ splits into

$$H_{QQ}\psi_Q+H_{QD}\psi_D=E\psi_Q,\qquad H_{DQ}\psi_Q+(H_{DD}+\delta)\psi_D=E\psi_D . \tag{10}$$

When $H_{DD}+\delta-E$ is invertible, the second equation gives

$$\psi_D=-(H_{DD}+\delta-E)^{-1}H_{DQ}\psi_Q, \tag{11}$$

and the first becomes

$$\left[H_{QQ}-H_{QD}(H_{DD}+\delta-E)^{-1}H_{DQ}\right]\psi_Q=E\psi_Q . \tag{12}$$

The block $H_{QQ}$ is untouched by $\delta$; the second term carries the whole dependence. For large $\delta$ the inverse is $1/\delta+O(\delta^{-2})$. Let $\psi_\infty$ be a normalized, nondegenerate eigenstate of $H_{QQ}$ with energy $E_\infty$. First-order perturbation theory then gives

$$E(\delta)=E_\infty-\frac{C}{\delta}+O(\delta^{-2}),\qquad C=\left\|P_DH\psi_\infty\right\|^2 . \tag{13}$$

For a degenerate level the matrix $H_{QD}H_{DQ}$ must first be diagonalized within the level.

The direction of the motion follows without an expansion. Differentiating $E=\langle\psi|H+\delta P_D|\psi\rangle$ for a normalized eigenstate, the terms from $d\psi/d\delta$ add up to $E\,d\langle\psi|\psi\rangle/d\delta=0$, and

$$\frac{dE}{d\delta}=\langle\psi|P_D|\psi\rangle\ge0 . \tag{14}$$

The slope is the weight of the state on the dangling hybrids. Comparison with the derivative of (13) shows that this weight falls as $C/\delta^2$.

The expansion (13) holds for either sign of $\delta$, so a large negative value has the same limit $H_{QQ}$. It would place the dangling levels far below the valence band instead of far above the gap, which changes the number of levels to be filled.

## How many levels can leave the gap

Order the levels upwards and let $r$ be the number of dangling hybrids in the film. Since $\delta P_D$ is positive, $E_k(\delta)\ge E_k(0)$ by the variational principle. For an upper limit, take the space spanned by the lowest $k+r$ eigenstates of $H$. Orthogonality to $r$ hybrids imposes at most $r$ conditions, so at least a $k$-dimensional subspace survives on which $P_D$ vanishes. There the expectation value of $H+\delta P_D$ is at most $E_{k+r}(0)$, and the min-max principle yields

$$E_k(0)\le E_k(\delta)\le E_{k+r}(0). \tag{15}$$

A (001) film of $N$ layers has one atom per layer and surface cell. Two bonds join neighbouring layers, which makes $2(N-1)$ bonds. The two faces have two dangling hybrids each, so $r=4$. Of the $4N$ valence electrons four belong to the dangling hybrids; they are assigned to the surface bonds that the model omits. The remaining $4N-4$ electrons fill

$$N_{\rm filled}=2N-2 \tag{16}$$

spin-degenerate levels, one per bond.

## Where the energy comes from

A simple model of a surface bond shows how such a term can arise. Let a spherical orbital of energy $E_H$, as of hydrogen, sit in the missing direction $\mathbf d_j$. Write $a$ for its matrix element with $s$ and $b$ for that with the $p$ orbital along $\mathbf d_j$; the perpendicular $p$ orbitals do not couple. Its matrix element with hybrid $i$ is

$$\tfrac12\left(a+\sqrt3\,b\,\mathbf d_i\cdot\mathbf d_j\right). \tag{17}$$

For $i\ne j$ this is $(a-b/\sqrt3)/2$, which vanishes if $b=\sqrt3\,a$. Of the four hybrids, the orbital then couples to the dangling one alone, with strength $t=(a+3a)/2=2a$. For other ratios some coupling to the bonded hybrids remains. Coupling of the added orbital to $s^*$ and $d$ orbitals and to other atoms is left out.

Let $c_j$ be the amplitude on the dangling hybrid and $\phi$ that on the added orbital. The equation for the latter is $E_H\phi+tc_j=E\phi$, so $\phi=tc_j/(E-E_H)$. It enters the equation for $c_j$ as $t\phi=\delta(E)c_j$, with

$$\delta(E)=\frac{t^2}{E-E_H}. \tag{18}$$

Within this model, eliminating the surface bond thus produces the operator (5) with an energy-dependent coefficient. It is positive above $E_H$, because there the hybrid is pushed up by its partner. A constant $\delta$ replaces this function near the gap. It cannot describe the surface bonding levels themselves, which are absent from the model.

## A silicon film

The film has 24 layers and a width of $24\times0.543/4=3.258$ nm. It is described by a published nearest-neighbour sp3d5s* parameter set for silicon, without spin-orbit coupling unless stated, and with $\delta=20$ eV. The bulk crystal in this model has its valence top at $-0.0157$ eV and its conduction minimum at 1.1312 eV, a gap of 1.147 eV. The conduction valley lies at 0.813 of $2\pi/a$ and has a longitudinal mass of $0.891\,m_e$.

With $E_s=-2.152$ eV and $E_p=4.229$ eV, (9) gives $\varepsilon_h=2.634$ eV and $v=-1.595$ eV. In the normalized sum of the two dangling hybrids of a bare surface atom, the atomic Hamiltonian has the expectation value $\varepsilon_h+v=1.04$ eV; the term raises it to 21.04 eV. The lower value lies inside the bulk gap, but it is not a level: the sum is coupled to the normalized sum of the two bonded hybrids of the same atom with strength $2v=-3.19$ eV, and to the rest of the film. Whether surface states lie in the gap has to be computed.

On a grid of 40 surface wave vectors, counted without weights, the bare film has 50 states inside the bulk gap. Their mean weight on the four dangling hybrids is 0.62, against 0.017 for a state spread evenly over all orbitals. With the term (5) the number in the gap is zero on the same grid. With the truncated term (7) it is 32.

The truncated term also disturbs the bonds. Two facing bonded hybrids are coupled by $V=-6.188$ eV, and the bonding level of an isolated pair is $\varepsilon_h-|V|$. Equation (7) raises the hybrid on the surface atom by $2\times20/4=10$ eV. The lower level of the pair is then $\varepsilon_h+5-\sqrt{5^2+V^2}=\varepsilon_h-2.955$ eV, which is 3.23 eV higher than before. That the 32 remaining gap states come from these weakened back bonds is a plausible conjecture; their character was not analysed.

### Dependence on the passivation energy

The passivated film has 46 filled levels, in accord with (16), and on the grid both band edges lie at zero surface wave vector. There the edges are:

| $\delta$ (eV) | valence edge (eV) | conduction edge (eV) |
|---:|---:|---:|
| 5 | −0.06967 | 1.16885 |
| 10 | −0.06967 | 1.16916 |
| 20 | −0.06967 | 1.16933 |
| 40 | −0.06967 | 1.16942 |
| infinite | −0.06967 | 1.16951 |

The digits serve to show differences within the model, not its accuracy for silicon.

The conduction edge rises with $\delta$, as (14) demands. Its coefficient in (13) is $C=0.00379$ eV$^2$, so at 20 eV it should lie $0.00379/20=0.19$ meV below the limit; the table gives 0.18 meV. In a test at $\delta=2000$ eV the coefficient obtained from the levels agreed with (13) within 3 percent. At 20 eV the dangling weight is $8.9\times10^{-6}$, close to $C/\delta^2=9.5\times10^{-6}$.

The small shift of this film level does not mean that the atomic coupling is weak. For a surface atom taken alone, $H_{BD}$ has all elements equal to $v$, and the vector $(1,1)$ is an eigenvector of $H_{DD}$ with eigenvalue $\varepsilon_h+v$. Equation (12) then changes each element of the bonded block by

$$-\frac{2v^2}{\varepsilon_h+v+\delta-E}, \tag{19}$$

which is $-0.28$ eV at $E=\varepsilon_h$ and $\delta=20$ eV. How strongly a film state feels such terms depends on its amplitudes near the surface. A standing wave confined to the film is small there. In addition, $H_{DQ}$ contains interatomic elements, whose contribution can partly cancel the atomic one. Both effects can keep the shift small; they are not separated here.

The valence edge does not move at all, and its dangling weight is zero to rounding. Symmetry accounts for this. At zero surface wave vector the reflection $(x,y,z)\to(-y,-x,z)$ maps the film onto itself. It leaves $s$, $p_z$ and $p_x-p_y$ unchanged. With an even number of layers these combinations span the dangling hybrids of both faces, and all four hybrids are therefore even. A state odd under the reflection, such as one built on $p_x+p_y$, has no overlap with them. It is an eigenstate for every $\delta$, with the same energy in the bare film. The vanishing weight indicates that the valence edge is of this kind. Its constancy is thus no evidence for the quality of the passivation. Of the two edges only the conduction edge responds to $\delta$, and it does not speak for the other levels of the film.

### Confinement

The film gap is 1.239 eV, 92 meV wider than in the bulk: the valence edge has moved down by 54 meV and the conduction edge up by 38 meV. The electron part can be compared with a hard-wall box of width $L=3.258$ nm,

$$E_1=\frac{\pi^2\hbar^2}{2m_lL^2}=\frac{9.870\times0.0762\ \text{eV nm}^2}{2\times0.891\times(3.258\ \text{nm})^2}=39.7\ \text{meV}. \tag{20}$$

The result is computed with unrounded factors; the rounded ones shown give 39.8 meV. One more layer in the width gives 36.6 meV. The lowest two conduction levels of the film are 0.76 meV apart at $\delta=20$ eV. This splitting is not converged in $\delta$: it is 1.08 meV at 5 eV and 0.64 meV in the limit of infinite $\delta$. It also changes strongly with thickness, to 4.0 meV for 23 layers and 3.5 meV for 25. They come from the two valleys along the film normal, and their mean lies 38.6 meV above the bulk minimum, between the two estimates. At this width the level is thus reproduced by hard walls placed within about one layer spacing of the nominal faces; other widths were not tested.

### An explicit surface bond

Take round model values $E_H=-2$ eV and $t=5$ eV. Equation (18) gives $25/1.930=12.95$ eV at the valence edge and $25/3.169=7.89$ eV at the conduction edge. The film with four such orbitals, each coupled to its dangling hybrid alone, has a gap 0.26 meV smaller than the one with $\delta=20$ eV. From (13) the expected change is $0.00379\,(1/20-1/7.89)$ eV$^2$/eV $=-0.29$ meV, all of it from the conduction edge. The energy dependence of $\delta$ is thus immaterial for the band edges of this film, whose valence edge is decoupled by symmetry, although $\delta(E)$ itself differs from 20 eV by a factor of up to 2.5. The result also assumes $b=\sqrt3\,a$: with $b=a$ and the same $t$ the conduction edge lies 1.5 meV below that of the film with $\delta=20$ eV.

## Bent bonds

If the bond directions depart from the tetrahedral ones, (3) no longer vanishes. A rigid hybrid aimed at the missing neighbour then overlaps a bonded one at angle $\theta$ by $(1+3\cos\theta)/4$, and for a single missing neighbour the expectation value of $W$ in the bonded hybrid becomes

$$\delta\left(\frac{1+3\cos\theta}{4}\right)^2 . \tag{21}$$

For one bond bent by 3 degrees, to $\theta=106.47^\circ$, the overlap is 0.0373 and (21) gives 28 meV at $\delta=20$ eV. This is a shift of a matrix element on one atom, not of a film level, but it grows with $\delta$ and contradicts the purpose of the term.

The argument (4) shows the remedy, since it did not use orthogonality: $W$ must annihilate the bonded hybrids, whatever their directions. Let the columns of $B$ be the $4-n$ bonded hybrids, assumed linearly independent. The projector on their orthogonal complement is

$$P_D'=\mathbb 1-B(B^TB)^{-1}B^T,\qquad P_D'B=B-B(B^TB)^{-1}(B^TB)=0 . \tag{22}$$

The term $\delta P_D'$ has rank $n$ and reduces to (5) for ideal angles. The price is paid by the dangling hybrid: in the example, with the other two bonds at their ideal directions, its expectation value is $0.9986\,\delta$ instead of $\delta$. For a strained or relaxed surface (22) keeps the term off the bonded hybrids placed in $B$. Here these have the fixed mixing of $s$ and $p$ in (2); if the mixing is taken to change with the bond angles, $B$ must contain the changed hybrids.

## The model beside a real film

A real film may be covered by an oxide, which is not an impenetrable wall. With a rough barrier of 3 eV and a rough oxide mass of $0.5\,m_e$, a finite-well estimate at fixed width lowers the electron level by 4.0 meV relative to (20). Spin-orbit coupling narrows the film gap by 5.4 meV at $\delta=20$ eV. One more layer in the width lowers the box energy by 3.1 meV. Each of these exceeds the 0.2 meV left by the finite $\delta$ in the calculation without spin-orbit coupling, so there raising $\delta$ above 20 eV brings no useful gain for the two band edges of the 24-layer film. This does not carry over to an odd number of layers. The dangling hybrids of the upper face then contain $p_x+p_y$, the reflection no longer decouples the valence edge, and at $\delta=20$ eV that edge lies 3.6 meV (23 layers) or 3.0 meV (25 layers) below its limit. Spin-orbit coupling mixes orbital states that are odd and even under the reflection. With it the valence edge of the 24-layer film depends on $\delta$ as well: it rises by 0.9 meV between $\delta=20$ and 1000 eV. Other levels, including those at other surface wave vectors, can couple more strongly to the dangling hybrids and need their own convergence test in $\delta$. The thermal energy at 300 K, 25.9 meV, is far larger than the valley splitting at zero surface wave vector, so the two valley levels there are almost equally occupied.

Surface reconstruction, charged defects, self-consistent potentials and the temperature dependence of the gap are left out and have not been sized. Above all, the term removes dangling states by assumption. A gap free of states in the calculation says nothing about the trap density of a real interface, where some bonds may remain unsaturated; to model such a defect, the hybrid concerned is left out of the sum in (5), in a surface cell large enough to separate the defect from its periodic copies. Whether its level then lies in the gap has to be computed. The main computed values for the 24-layer film are in the numerical output below.

## Table of computed values

```
Lattice constant 0.543 nm; layers 24; film width 3.258 nm
Onsite E_s -2.15168 eV, E_p 4.22925 eV; delta 20.0 eV
Hybrid energy 2.6340 eV; hybrid-hybrid coupling -1.5952 eV
Coupling of two facing bonded hybrids -6.1878 eV
W of lower-face atom (s,x,y,z), eV:
    10.00    0.00    0.00  -10.00
     0.00   10.00  -10.00    0.00
     0.00  -10.00   10.00    0.00
   -10.00    0.00    0.00   10.00
Largest change of a bonded-hybrid matrix element 0.0e+00 eV
Diagonal-only term: bonded hybrid shift 10.00 eV
Diagonal-only term: bonding level of one bond moves 3.232 eV
Bulk: valence top -0.0157 eV, conduction minimum 1.1312 eV
Bulk gap without spin-orbit 1.1469 eV
Valley at 0.813 (2 pi/a); longitudinal mass 0.891 m_e
Surface k points 40; filled levels after passivation 46
States in bulk gap, summed over k: bare 50
States in bulk gap, summed over k: passivated 0
States in bulk gap, summed over k: diagonal-only term 32
Mean dangling weight of bare gap states 0.621
Dangling weight of a uniformly spread state 0.0167
delta (eV), valence edge, conduction edge, gap (eV) at k=0:
    5.0  -0.06967   1.16885   1.23851
   10.0  -0.06967   1.16916   1.23883
   20.0  -0.06967   1.16933   1.23900
   40.0  -0.06967   1.16942   1.23909
  infinite -0.06967 1.16951 1.23918
1/delta coefficients: valence 0.00000, conduction 0.00379 eV^2
Dangling weight at delta=20 eV: valence 3.118e-31, conduction 8.871e-06
Film gap 1.2390 eV; widening over bulk 92.1 meV
Electron confinement, mean of valley pair 38.6 meV
Valley splitting 0.76 meV
Hard-wall estimate, width of N layers 39.7 meV
Hard-wall estimate, width of N+1 layers 36.6 meV
Hydrogen-like model: E_H -2.0 eV, t 5.0 eV
  equivalent delta at valence edge 12.951 eV
  equivalent delta at conduction edge 7.889 eV
  gap 1.2387 eV; minus delta-model gap -0.26 meV
Spin-orbit: film gap 1.2336 eV, change -5.37 meV
Bond angle 106.47 deg: hybrid overlap 0.0373
  bonded hybrid shift 27.9 meV with rigid hybrids
  complement projector: dangling expectation 0.99860 of delta
Oxide (rough 3.0 eV, 0.5 m_e): electron level shift -4.04 meV
Thermal energy at 300 K 25.85 meV
```
